# The Gygi–Baldereschi correction for fcc exchange, with its zone integral evaluated

**Q.** Exchange in a crystal contains $1/q^2$ at $q=0$. Is the energy infinite?

**A.** No. The volume element $q^2\,dq$ cancels the divergence. The trouble lies in the mesh, which puts a point on the pole.

Take an insulating fcc crystal with cubic edge $a$, cell volume $\Omega=a^3/4$ and $M$ doubly occupied bands, in Hartree atomic units. The $k$-mesh has $N=n^3$ points, so the differences $q=k'-k$ form a $\Gamma$-centred mesh. Write $\psi_{vk}=N^{-1/2}e^{ik\cdot r}u_{vk}$, with $u$ normalized in one cell, and

$$\rho_{vv'k}(q+G)=\int_\Omega e^{-iG\cdot r}u^*_{vk}u_{v',k+q}\,d^3r .$$

The pair density $\psi^*_{vk}\psi_{v',k+q}$ has plane-wave amplitudes $\rho/(N\Omega)$. Its Coulomb self-energy integral in the volume $N\Omega$ is therefore $(4\pi/N\Omega)\sum_G|\rho|^2/|q+G|^2$. The exchange factor $-\frac12$ and the two spins give $-1$. Summing over $k$ and $q$ and dividing by $N$ cells,

$$E_x=-\frac{4\pi}{\Omega}\frac1N\sum_q\Phi(q),\quad \Phi(q)=\sum_G\frac{A(q+G)}{|q+G|^2},\quad A=\frac1N\sum_{k,v,v'}|\rho_{vv'k}|^2 .$$

For a dense mesh this becomes $E_x=-(4\pi/\Omega)\langle\Phi\rangle$, where $\langle\cdot\rangle$ is the Brillouin-zone average. I take $A$ as converged in its own $k$-average.

**Q.** Then drop the infinite term. It is one among many.

**A.** Its weight falls too slowly. The omitted cell has a radius $q_c\propto 1/n$, and a sphere of that radius contributes $\int_0^{q_c}4\pi q^2\,dq/q^2=4\pi q_c$. The error falls as $N^{-1/3}$, not as $1/N$.

The strength of the pole is known, however. At $q=0$ the $u_{vk}$ are orthonormal, so $A(0)=M$. Also $\rho_{vv'k}(Q)^*=\rho_{v'v,k+q}(-Q)$, and summing over $k,v,v'$ gives $A(Q)=A(-Q)$. I assume that the occupied-band projector is smooth in $k$, as a gap permits. Then $A(q)=M+O(q^2)$, with no linear term.

Let $F$ be a periodic function with the same poles, of unit strength. Adding and subtracting it changes nothing:

$$\langle\Phi\rangle=\langle\Phi-MF\rangle+M\langle F\rangle .$$

The first average has a bounded integrand and can go on the mesh. The second is done analytically. Let $S_n[\cdot]$ be $1/N$ times the mesh sum without the single term $q+G=0$; the terms with $q=0$, $G\ne0$ stay in $\Phi$. Then

$$E_{GB}=-\frac{4\pi}{\Omega}\Big\{S_n[\Phi]+M\big(\langle F\rangle-S_n[F]\big)\Big\}.$$

**Q.** The bounded difference also has a value at $q=0$. Where did it go?

**A.** Part of it, $\sum_{G\ne0}A(G)/G^2$, is kept. The remainder, $[A(q)-M]/q^2+M[1/q^2-F(q)]$ near $q=0$, is omitted. It is finite and has weight $1/N$, so the formula is an approximation at finite $N$.

**Q.** Which $F$ do you use, and does it have unwanted poles?

**A.** With $\theta_i=q_ia/2$ and $c_i=\cos\theta_i$, the Gygi–Baldereschi function for fcc is

$$F(q)=\frac{a^2/4}{3-c_xc_y-c_yc_z-c_zc_x}.$$

Each product is at most 1, so the denominator vanishes only if all three equal 1. The cosines are then all $+1$ or all $-1$, which means $q=(2\pi/a)(l_1,l_2,l_3)$ with the $l_i$ all even or all odd. These are the fcc reciprocal vectors. Shifting $q$ by one of them changes no cosine or reverses all three, so $F$ is periodic.

Near zero, $c_xc_y=1-\frac12(\theta_x^2+\theta_y^2)+\frac1{24}(\theta_x^4+\theta_y^4)+\frac14\theta_x^2\theta_y^2+\dots$ Summing the three products gives $3-\theta^2+T$ to fourth order, with

$$T=\frac1{12}\sum_i\theta_i^4+\frac14\sum_{i<j}\theta_i^2\theta_j^2,\qquad F=\frac{a^2}{4}\left(\frac1{\theta^2}+\frac{T}{\theta^4}+O(\theta^2)\right).$$

Since $\theta^2=a^2q^2/4$, the first term is $1/q^2$. Along [100], $T/\theta^4=\frac1{12}$ and the finite part is $a^2/48$. Along [111], $T/\theta^4=\frac1{36}+\frac1{12}=\frac19$ and it is $a^2/36$. The limit depends on direction, so $F-1/q^2$ has no single value at the origin.

**Q.** A jump at the origin could spoil the mesh. Why is the remaining error $O(1/N)$?

**A.** First take a case that can be worked out: $A=e^{-\gamma q^2}$ with $M=1$. Call its integrand $\Phi_\gamma$ and let $D=\langle\Phi_\gamma\rangle-S_n[\Phi_\gamma]$. Joining the zone integral and the sum over $G$ gives an integral over all space, so

$$\frac{d\langle\Phi_\gamma\rangle}{d\gamma}=-\frac{\Omega}{(2\pi)^3}\left(\frac{\pi}{\gamma}\right)^{3/2},\qquad
\frac{dS_n}{d\gamma}=-\frac1N\Big(\sum_Q e^{-\gamma Q^2}-1\Big),$$

where $Q$ runs over the whole fine lattice and the $-1$ restores the omission of $Q=0$. By Poisson summation, $\frac1N\sum_Qe^{-\gamma Q^2}=\frac{\Omega}{(2\pi)^3}(\pi/\gamma)^{3/2}$, up to relative corrections of order $e^{-n^2a^2/8\gamma}$. Hence $dD/d\gamma=-1/N$. Writing $Q=P/n$ also shows that $D(n,\gamma)=D(1,\gamma/n^2)/n$. Together these give

$$D=\frac Cn-\frac{\gamma}{n^3},$$

with $C$ independent of $n$ and $\gamma$, up to the same exponentially small corrections.

For $F$ or a general $\Phi$, subtract $\Phi_\gamma$ or $M\Phi_\gamma$. The difference is bounded and smooth away from the poles, and its $p$-th derivatives grow at most as $r^{-p}$ at distance $r$. Divide the neighbourhood of a pole smoothly into shells $r\sim2^jh$, where $h\propto1/n$ is the mesh spacing. A shell has volume of order $(2^jh)^3$ and relative mesh error $O(2^{-jp})$ for any chosen $p$. With $p>3$ the shells sum to $O(h^3)$, and the central cell adds $O(h^3)$. So $F$ has the same $C/n$ term as $\Phi_\gamma$, the $1/n$ errors cancel in $E_{GB}$, and $O(1/N)$ remains.

**Q.** Now the integral. The zone is a truncated octahedron. How do you integrate over that?

**A.** By replacing it with a cube. In $q$, the cube $-\pi\le\theta_i\le\pi$ has volume $(4\pi/a)^3=64\pi^3/a^3$. The zone has $(2\pi)^3/\Omega=32\pi^3/a^3$. The cube's edges are reciprocal vectors, so it holds two full periods and has the same average. As $F$ is even in each $\theta_i$,

$$\langle F\rangle=\frac{a^2}4I,\qquad I=\frac1{\pi^3}\int_0^\pi\!\!\int_0^\pi\!\!\int_0^\pi\frac{d\theta_1d\theta_2d\theta_3}{3-c_1c_2-c_2c_3-c_3c_1}.$$

For $\theta_3$ put $P=3-c_1c_2$ and $B=c_1+c_2$. With $t=\tan(\theta_3/2)$,

$$\frac1\pi\int_0^\pi\frac{d\theta_3}{P-Bc_3}=\frac1\pi\int_0^\infty\frac{2\,dt}{(P-B)+(P+B)t^2}=\frac1{\sqrt{(P-B)(P+B)}} .$$

Here $P-B=4-(1+c_1)(1+c_2)$ and $P+B=4-(1-c_1)(1-c_2)$.

Next let $x=\tan(\theta_1/2)$ and $y=\tan(\theta_2/2)$, so that $1+c_1=2/(1+x^2)$ and $1-c_1=2x^2/(1+x^2)$. With $W=(1+x^2)(1+y^2)$,

$$P-B=\frac{4(x^2+y^2+x^2y^2)}{W},\qquad P+B=\frac{4(1+x^2+y^2)}{W},\qquad d\theta_1d\theta_2=\frac{4\,dx\,dy}{W}.$$

All factors $4$ and $W$ cancel. In polar coordinates $x^2+y^2+x^2y^2=r^2(1+\frac14r^2\sin^22\varphi)$, and the outer $r$ cancels the one in $r\,dr\,d\varphi$. With $\psi=2\varphi$ and the symmetry about $\psi=\pi/2$,

$$I=\frac1{\pi^2}\int_0^{\pi/2}\!d\psi\int_0^\infty\frac{dr}{\sqrt{(1+r^2)(1+\kappa^2r^2)}},\qquad \kappa=\tfrac12\sin\psi .$$

Let $K(k)=\int_0^{\pi/2}d\beta\,(1-k^2\sin^2\beta)^{-1/2}$ and $\bar K(k)=K(\sqrt{1-k^2})$. The substitution $r=\tan\beta$ turns the inner integral into $\int_0^{\pi/2}d\beta\,(\cos^2\beta+\kappa^2\sin^2\beta)^{-1/2}=\bar K(\kappa)$.

**Q.** You have traded a triple integral for the integral of an elliptic integral. Is there a reason it should close?

**A.** Yes: it satisfies a differential equation whose solutions are products of elliptic integrals. Define

$$g(w)=\bar K(\sqrt w),\qquad H(z)=\int_0^{\pi/2}g(z\sin^2\psi)\,d\psi,\qquad I=\frac{H(1/4)}{\pi^2}.$$

Expanding the integrand of $K(\sqrt w)$ gives a power series whose coefficients obey $(j+1)^2b_{j+1}=(j+\frac12)^2b_j$. With $\vartheta=w\,d/dw$ this says $\vartheta^2K=w(\vartheta+\frac12)^2K$, or

$$w(1-w)K''+(1-2w)K'-\tfrac14K=0,$$

where primes are $w$-derivatives. The equation is unchanged by $w\to1-w$, so $g$ obeys it too.

Set $h=(\vartheta+\frac12)^2g$, so $\vartheta^2g=wh$. With $w=z\sin^2\psi$, $\vartheta$ also equals $z\,d/dz$. Then

$$\vartheta^3H-z(\vartheta+\tfrac12)^3H=z\int_0^{\pi/2}\big[\sin^2\psi\,(\vartheta+1)h-(\vartheta+\tfrac12)h\big]d\psi .$$

Because $dh/d\psi=2\cot\psi\,\vartheta h$,

$$\frac{d}{d\psi}(\sin\psi\cos\psi\,h)=(1-2\sin^2\psi)h+2(1-\sin^2\psi)\vartheta h,$$

which is $-2$ times the bracket. The boundary terms vanish, since $h$ is at most logarithmic at $\psi=0$. Hence $\vartheta^3H=z(\vartheta+\frac12)^3H$.

**Q.** And which products solve that equation?

**A.** Put $m=\sin^2\alpha$ and $z=4m(1-m)=\sin^22\alpha$, with $0<\alpha<\pi/4$. Both $u=K(\sin\alpha)$ and $u=K(\cos\alpha)$ satisfy the second-order equation in $m$. Use $dz/dm=4(1-2m)$, $(1-2m)^2=1-z$ and $d^2z/dm^2=-8$. It becomes

$$\frac z4\big[16(1-z)u_{zz}-8u_z\big]+4(1-z)u_z-\frac u4=0 .$$

Dividing by 4 and multiplying by $z$ gives $\vartheta^2u=z(\vartheta+\frac14)^2u$, or $\vartheta^2u=p\,\vartheta u+su$ with $p=z/[2(1-z)]$ and $s=p/8$.

For a product $v=u_1u_2$ let $y=\vartheta u_1\,\vartheta u_2$. Then $\vartheta^2v=p\vartheta v+2sv+2y$ and $\vartheta y=2py+s\vartheta v$. Differentiating the first relation and eliminating $y$,

$$\vartheta^3v=3p\,\vartheta^2v+(\vartheta p-2p^2+4s)\vartheta v+(2\vartheta s-4ps)v .$$

Since $\vartheta p=p/(1-z)$ and $2p^2=pz/(1-z)$, the middle coefficient is $p+4s=3p/2$. Likewise the last is $2s=p/4$. Multiplying by $1-z$ yields

$$\vartheta^3v=z\left(\vartheta^3+\tfrac32\vartheta^2+\tfrac34\vartheta+\tfrac18\right)v=z(\vartheta+\tfrac12)^3v .$$

This is the equation for $H$. Its three independent solutions are $K(\sin\alpha)^2$, $K(\sin\alpha)K(\cos\alpha)$ and $K(\cos\alpha)^2$, which contain zero, one and two powers of a logarithm as $z\to0$.

**Q.** The combination is still free.

**A.** The small-$z$ limit fixes it. In $\bar K(k)=\int_0^\infty dr\,[(1+r^2)(1+k^2r^2)]^{-1/2}$ the map $r\to1/(kr)$ exchanges the two sides of $r=k^{-1/2}$. For small $k$, $\bar K$ is therefore $2\,\mathrm{arsinh}(k^{-1/2})\to\ln(4/k)$. With $\int_0^{\pi/2}\ln\sin\psi\,d\psi=-\frac\pi2\ln2$,

$$H\to\frac\pi2\ln\frac8{\sqrt z},\qquad K(\sin\alpha)K(\cos\alpha)\to\frac\pi2\ln\frac4\alpha=\frac\pi2\ln\frac8{\sqrt z},$$

because $\sqrt z\to2\alpha$. There is no squared logarithm and no constant left over, so $H=K(\sin\alpha)K(\cos\alpha)$. We need $\sin2\alpha=\frac12$, hence $\alpha=\pi/12$.

**Q.** Can these two elliptic integrals be reduced further?

**A.** Yes, through two elementary-looking integrals,

$$J_+=\int_1^\infty\frac{dx}{\sqrt{x^3-1}},\qquad J_-=\int_{-\infty}^1\frac{dx}{\sqrt{1-x^3}} .$$

With $|x-1|=\sqrt3\,t^2$, the radicand is $3\sqrt3\,t^2(t^4\pm\sqrt3t^2+1)$, so $J_\pm=2\cdot3^{-1/4}\int_0^\infty dt\,(t^4\pm\sqrt3t^2+1)^{-1/2}$. Now put $t=\tan(\phi/2)$ and use $t^4\pm\sqrt3t^2+1=(1+t^2)^2[1-\frac{2\mp\sqrt3}4\sin^2\phi]$. Since $\sin^2(\pi/12)=(2-\sqrt3)/4$,

$$J_+=2\cdot3^{-1/4}K(\sin\tfrac\pi{12}),\qquad J_-=2\cdot3^{-1/4}K(\cos\tfrac\pi{12}).$$

Alternatively, $x^3=1/u$ gives $J_+=\frac13B(\frac16,\frac12)$. Splitting $J_-$ at $x=0$ gives $J_-=\frac13[B(\frac13,\frac12)+B(\frac13,\frac16)]$. From $\Gamma(\frac13)\Gamma(\frac23)=2\pi/\sqrt3$ and $\Gamma(\frac16)\Gamma(\frac56)=2\pi$, the two terms divided by $B(\frac16,\frac12)$ are $1/\sqrt3$ and $2/\sqrt3$. So $J_-/J_+=\sqrt3$ and $K(\cos\frac\pi{12})=\sqrt3K(\sin\frac\pi{12})$.

The duplication formula $\Gamma(\frac16)\Gamma(\frac23)=2^{2/3}\sqrt\pi\,\Gamma(\frac13)$ then gives $B(\frac16,\frac12)=3\,\Gamma(\frac13)^3/(2^{4/3}\pi)$. Therefore

$$K(\sin\tfrac\pi{12})=\frac{3^{1/4}}6B(\tfrac16,\tfrac12)=\frac{3^{1/4}\Gamma(1/3)^3}{2^{7/3}\pi},$$

$$I=\frac{\sqrt3}{\pi^2}K(\sin\tfrac\pi{12})^2=\frac{3\,\Gamma(1/3)^6}{2^{14/3}\pi^4},\qquad
\langle F\rangle=\frac{a^2}4\,\frac{3\,\Gamma(1/3)^6}{2^{14/3}\pi^4}.$$

Numerically $I=0.448220$ and $\langle F\rangle=0.112055\,a^2$, or $4.42376$ in units of $(a/2\pi)^2$. Direct mesh sums of $F$, extrapolated with error terms $n^{-1},n^{-3},n^{-5},n^{-7}$, give the same $0.112055\,a^2$.

**Q.** I would like a crystal whose exchange is known without any mesh.

**A.** Put one doubly occupied Gaussian orbital on each fcc site, with density of standard deviation $\sigma=0.7$ bohr, and take $a=10$ bohr. Neighbours overlap by only $2.9\times10^{-6}$, and their exchange integral is about $7\times10^{-12}$ hartree, so I neglect both. The pair density is then the Fourier transform of the orbital density, $\rho=e^{-\sigma^2Q^2/2}$, and $A=e^{-\sigma^2Q^2}$. The energy per cell is

$$E_x=-\frac{4\pi}{(2\pi)^3}\int\frac{e^{-\sigma^2Q^2}}{Q^2}d^3Q=-\frac1{\sigma\sqrt\pi}=-0.80599\ \text{hartree},$$

or $-21.932$ eV. A two-electron integral over the orbital gives the same value. This is the exchange energy of the model, with no correlation.

For $n=4$ the punctured sum gives $-0.69175$ hartree. The correction is $-0.11609$ hartree, and the total is $-0.80784$ hartree. Relative to the model's reference, the error drops from $0.11424$ to $-0.00185$ hartree.

**Q.** One mesh may be luck. Do the errors follow your law?

**A.** For the punctured sum it predicts $(4\pi/\Omega)(C/n-\sigma^2/n^3)$. With $4\pi C/\Omega=0.45849$ hartree, the $n=4$ value is $0.11462-0.00038=0.11424$ hartree, as found. The Gaussian model and the sums of $F$ give the same $C=0.09121\,a^2$, which is the cancellation the method needs.

From $n=8$ to $16$ the observed orders in $1/n$ are $0.999$ without and $2.972$ with the correction. At $n=16$ the errors are $0.02865$ and $-0.00003$ hartree.

Coarse meshes are less regular. The corrected error times $N$ is $-0.129$, $-0.079$, $-0.118$, $-0.131$ and $-0.133$ hartree for $n=1,2,4,8,16$. The Gaussian part contributes a constant $-4\pi\sigma^2/\Omega=-0.025$ hartree to this product, so the variation comes from the mesh sum of $F$. At $n=1$ the correction overshoots by $0.129$ hartree, so in this cell ($a=10$ bohr) it does not make a single $k$-point accurate.

**Q.** Where does the argument fail, and what changes in a hybrid functional?

**A.** It fails for a metal with a sharp Fermi surface. Shifting the occupied region by $q$ loses an overlap volume proportional to $|q|$, so $A(q)-A(0)$ has a term linear in $|q|$. Subtracting $A(0)F$ then leaves a $1/|q|$ singularity, and the $O(1/N)$ estimate no longer holds.

In a global hybrid, the exchange energy and its correction are both multiplied by the mixing fraction. If only short-range exchange is kept, with kernel $4\pi(1-e^{-q^2/4\mu^2})/q^2$ and screening parameter $\mu$, the $q\to0$ limit is $\pi/\mu^2$. That finite term belongs in the mesh sum, and no singularity correction is needed, although a small $\mu$ still demands a fine mesh. The numerical output lists the energies and errors for all five meshes.

## Table of computed values

```
cubic edge a = 10.0 bohr
cell volume Omega = 250.0 bohr^3
density width sigma = 0.7 bohr
finite part of F along [100] = 2.0834 bohr^2
finite part of F along [111] = 2.7779 bohr^2
K(sin(pi/12)) = 1.598142002 (no unit)
K(cos(pi/12)) = 2.768063145 (no unit)
I, Gamma-function form = 0.4482203944 (no unit)
I, elliptic integral = 0.4482203944 (no unit)
<F>/a^2, closed form = 0.112055099 (no unit)
<F>/a^2, mesh extrapolation = 0.112055099 (no unit)
<F>/(a/2pi)^2 = 4.423758 (no unit)
<F> for this a = 11.205510 bohr^2
C/a^2 from Gaussian model = 0.0912129 (no unit)
C/a^2 from sums of F = 0.0912129 (no unit)
4 pi C/Omega = 0.458486 hartree
neighbour distance = 7.0711 bohr
neighbour overlap = 2.89e-06 (no unit)
neighbour exchange integral = 6.72e-12 hartree
reference exchange per cell = -0.805985 hartree
reference exchange per cell = -21.9320 eV
energies per cell in hartree:
 n    N  punctured  correction  corrected
 1    1  -0.372129   -0.563250  -0.935379
 2    8  -0.579821   -0.236001  -0.815822
 4   64  -0.691748   -0.116088  -0.807836
 8  512  -0.748722   -0.057518  -0.806241
16 4096  -0.777336   -0.028682  -0.806018
errors against the reference in hartree:
 n  punctured    corrected   N*corrected
 1   0.433856   -0.1293942    -0.129394
 2   0.226164   -0.0098368    -0.078694
 4   0.114237   -0.0018509    -0.118461
 8   0.057263   -0.0002557    -0.130939
16   0.028649   -0.0000326    -0.133478
order in 1/n, punctured, n=8 to 16: 0.999 (no unit)
order in 1/n, corrected, n=8 to 16: 2.972 (no unit)
```
